Porosity limits of an isotropic porous dielectric from its permittivity

**Question**

A porous interlayer dielectric has measured relative permittivity k = 2.20. Its solid skeleton has ks = 4, and its pores are empty, with permittivity 1. The porosity φ is the pore volume divided by the total volume. The shapes of the pores are unknown.

Assume that the effective permittivity is the same in all directions, that both phases are local, linear, lossless and isotropic, that the field is quasistatic, and that the film is much thicker than a pore. All permittivities below are relative.

(a) Derive the Hashin-Shtrikman bounds on the permittivity of a mixture with volume fractions f_i and permittivities k_i.

(b) Invert both bounds and find the range of φ for this film.

(c) Can a better argument narrow the range, if k and ks remain the only data?

(d) What happens if the film is not isotropic?

(e) Estimate how input errors, a dense surface skin and adsorbed water change the answer.

**Answer to (a)**

*Energy.* Let ε(r) be the local permittivity and < > the average over a large periodic sample. Apply a mean field E0 of unit size. The effective permittivity obeys

k = min <ε E²>,

where the minimum is over curl-free fields E with mean E0. To see this, let E be the true field, so that D = εE has no divergence. If g is a periodic gradient field, integration by parts gives <D·g> = 0. Hence

<ε(E + g)²> = <εE²> + 2<D·g> + <εg²> ≥ <εE²>,

and the true field gives the minimum. Since E − E0 is itself such a g, the minimum is <D·E> = <D>·E0 = k.

*Comparison medium.* Choose a constant k0 and any vector field P(r). Where ε > k0, the square (ε − k0)[E − P/(ε − k0)]² is not negative. Expanding it gives

εE² ≥ k0E² + 2P·E − P²/(ε − k0).

Where ε < k0 the square has a negative prefactor and the inequality reverses. Where ε = k0 we set P = 0 and omit the last term, which leaves an equality. Thus k0 equal to the smallest k_i gives a lower bound everywhere, and k0 equal to the largest k_i gives an upper bound.

Write E = E0 + e with <e> = 0. The average of the right-hand side is

k0 + 2<P>·E0 − <P²/(ε − k0)> + {k0<e²> + 2<P·e>}.

The inequality holds for every e, so it survives when both sides are minimised over e. The left side then becomes k.

*Minimum over e.* Expand in Fourier components, P = Σ P_q exp(iq·r). A curl-free e has components e_q = q̂ a_q, with q̂ the unit vector along q ≠ 0. For each q, completing the square gives

k0|a_q|² + 2 Re(a_q* q̂·P_q) = k0|a_q + q̂·P_q/k0|² − |q̂·P_q|²/k0.

The minimum of the curly bracket is therefore −(1/k0) Σ |q̂·P_q|², summed over q ≠ 0.

*Use of isotropy.* Take E0 = n, a unit vector, and P = p_i n in phase i, with constants p_i. Then |q̂·P_q|² = (q̂·n)²|p_q|². Average the inequality over three perpendicular directions n. The three values of (q̂·n)² add up to 1, so their average is 1/3. Moreover, the sum of |p_q|² over q ≠ 0 is <p²> − <p>². By isotropy, k is the same for the three directions. With p̄ = <p> = Σ f_i p_i, the bound is

J = k0 + 2p̄ − Σ f_i p_i²/(k_i − k0) − (<p²> − p̄²)/(3k0).

The factor 1/3 does not require the pores to be spheres. In a random structure with porosity 0.48, P of unit size in the pores and k0 = 1, the three directional minima were computed as −0.08419, −0.08312 and −0.08230. They differ, and each depends on the discretisation by up to about 0.0002, but their mean, −0.08320, does not and agrees with −φ(1 − φ)/3.

*Choice of p_i.* Any p_i give a valid bound. We choose those that make J stationary. Setting ∂J/∂p_i = 0 and dividing by 2f_i gives

1 − p_i/(k_i − k0) − (p_i − p̄)/(3k0) = 0.

Since 1/(k_i − k0) + 1/(3k0) = (k_i + 2k0)/[3k0(k_i − k0)], this becomes

p_i = (3k0 + p̄)(k_i − k0)/(k_i + 2k0),

which vanishes for k_i = k0, as required. To find J, multiply the stationarity condition by f_i p_i and sum:

p̄ − Σ f_i p_i²/(k_i − k0) − (<p²> − p̄²)/(3k0) = 0.

Subtracting this from J leaves J = k0 + p̄, which we call K.

To find p̄, define S = Σ f_i/(k_i + 2k0) and use (k_i − k0)/(k_i + 2k0) = 1 − 3k0/(k_i + 2k0). Averaging p_i gives

p̄ = (3k0 + p̄)(1 − 3k0S).

Adding 3k0 to both sides and rearranging gives (3k0 + p̄)3k0S = 3k0, or 3k0 + p̄ = 1/S. Since K + 2k0 = 3k0 + p̄,

1/(K + 2k0) = Σ f_i/(k_i + 2k0).  (1)

This is the lower bound for the smallest k0 and the upper bound for the largest.

**Answer to (b)**

*Lower permittivity bound.* Put k0 = 1. Since k ≥ K, the reciprocal obeys 1/(k + 2) ≤ 1/(K + 2), so

1/(k + 2) ≤ φ/3 + (1 − φ)/(ks + 2).

Move the term without φ to the left:

(ks − k)/[(k + 2)(ks + 2)] ≤ φ(ks − 1)/[3(ks + 2)].

Because ks > 1, division keeps the direction of the inequality:

φ ≥ 3(ks − k)/[(ks − 1)(k + 2)] = 3(1.8)/[3(4.2)] = 5.4/12.6 = 3/7.

*Upper permittivity bound.* Put k0 = ks. Now k ≤ K, so

1/(k + 2ks) ≥ φ/(1 + 2ks) + (1 − φ)/(3ks).

The same rearrangement gives

(ks − k)/[3ks(k + 2ks)] ≥ φ(ks − 1)/[3ks(1 + 2ks)],

φ ≤ (ks − k)(1 + 2ks)/[(ks − 1)(k + 2ks)] = 1.8(9)/[3(10.2)] = 16.2/30.6 = 9/17.

Therefore

3/7 ≤ φ ≤ 9/17, or **0.429 ≤ φ ≤ 0.529** after rounding.

The lower bound on k sets the smallest porosity. With fewer pores than this, even the least polarizable isotropic arrangement would have k above 2.20. With more than 9/17 of pores, even the most polarizable arrangement would fall below 2.20.

*Width and limits.* Subtracting the two limits and using a common denominator gives

φmax − φmin = 2(ks − k)(k − 1)/[(k + 2ks)(k + 2)].

For the film this is 2(1.8)(1.2)/[(10.2)(4.2)] = 0.101. The width vanishes at k = ks, where both limits are 0, and at k = 1, where both are 1. For weak contrast, ks − 1 ≪ 1, it is of second order in the contrast: geometry then matters little.

As a numerical illustration, a random structure of porosity 0.480 gave k = 2.184 on a coarse grid and 2.214 on a finer one, averaged over three directions. The finer value implies a porosity between 0.424 and 0.525, a range that contains the true one. Grid error remains: further refinement raises k by about 0.02, which lowers both porosity limits by less than 0.01 and leaves the true porosity inside.

**Answer to (c)**

No: each end belongs to a possible isotropic structure. Consider a sphere with core permittivity kc and radius a, and a shell of permittivity kh and outer radius b. Place it in a host of permittivity K. We seek the K for which the uniform field outside is undisturbed.

Divide the potential by cos θ and by the constant field amplitude. It is A r in the core, B r + C/r² in the shell and r in the host. Continuity of potential and normal displacement at r = a requires

A = B + C/a³,  kc A = kh(B − 2C/a³).

Eliminating A gives C/a³ = −βB, with β = (kc − kh)/(kc + 2kh). Let c = a³/b³ be the core's volume fraction, so that C/b³ = −cβB. At r = b the conditions are

B(1 − cβ) = 1,  kh B(1 + 2cβ) = K.

Dividing the second by the first gives K/kh = (1 + 2cβ)/(1 − cβ), and hence

(K − kh)/(K + 2kh) = cβ.

This is equation (1) with k0 = kh. Indeed, multiplying (1) by 3kh and subtracting from 1 gives (K − kh)/(K + 2kh) on the left and c[1 − 3kh/(kc + 2kh)] = cβ on the right.

Such a sphere has the same surface potential and flux as the host it replaces, and therefore the same energy. Replace the host by spheres of all sizes with the same a/b until the remaining host volume tends to zero. The permittivity stays K for every field direction.

Pore cores in skeleton shells give k = 2.20 at φ = 9/17. Skeleton cores in air shells give it at φ = 3/7. The second structure consists of separate grains and would not support itself, but the proof in (a) nowhere uses mechanical connection. Excluding porosities near 3/7 would need information beyond k and ks.

**Answer to (d)**

The step that fails is the replacement of three directional permittivities by one measured k. Flat layers show the effect. For a field along the layers, E is uniform and the permittivities average:

k = φ + 4(1 − φ), so φ = (4 − 2.2)/3 = 0.600.

For a field across them, D is uniform and the reciprocals average:

1/k = φ + (1 − φ)/4, so φ = (1/2.2 − 1/4)/(3/4) = 0.273.

Both films have k = 2.20 in the measured direction, yet both porosities lie outside the range in (b). A capacitor with electrodes above and below the film measures one direction and cannot by itself establish isotropy.

**Answer to (e)**

Each effect is considered separately, with the other inputs held fixed.

*Input errors.* Allow ±0.05 in k and ±0.20 in ks. Both porosity limits rise with ks and fall with k. The smallest porosity therefore comes from k = 2.25, ks = 3.80, and the largest from k = 2.15, ks = 4.20. The range widens to 0.391–0.571.

*Dense skin.* Suppose 5 nm of a 200 nm film is pore-free skeleton, in series with the porous part. Adding thickness/permittivity gives

200/2.20 = 5/4 + 195/k_inner, so k_inner = 2.175.

The porosity of the inner part then lies between 0.437 and 0.538, about 0.01 higher than in (b). The porosity φ of the whole film, skin included, is 195/200 of this: between 0.426 and 0.525, slightly lower than in (b).

*Water.* Let water fill w = 0.01 of the film volume, with a rough liquid permittivity of 80, and let φ still include the water-filled pore space. Equation (1) with k0 = 1 gives

1/4.2 ≤ (φ − w)/3 + (1 − φ)/6 + w/82, so φ ≥ 0.448.

For the upper bound, k0 must now be 80, the largest permittivity present:

1/162.2 ≥ (φ − w)/161 + (1 − φ)/164 + w/240, so φ ≤ 0.776.

The upper limit rises for two reasons. First, water can be arranged to carry the displacement very effectively: water shells around cores made of the pore-core structure of (c) give k = 2.20 at φ = 0.725. Second, the bound with k0 = 80 is not sharp when water is scarce: as w → 0 it tends to 0.596, not to 9/17. The value 0.776 is therefore a valid limit but is not shown to be attainable. It is not an estimate of the porosity of a typical damp film. Adsorbed water may also respond less than the liquid, so this is a severe case.

*Real films.* The value k = 2.20 is in the range of porous low-k interlayer dielectrics, and ks = 4 is a rough value for dense silica. Organosilicate skeletons usually have a lower permittivity, which lowers both porosity limits; the silica value should not be used for them. Of the cases evaluated here, water moves the upper limit most, by about 0.25 (about 0.20 for the explicit structure above), and layering moves the lower limit most, by about 0.16. The narrow range in (b) therefore applies to a dry, isotropic film whose skeleton permittivity is known. It also assumes that the skeleton keeps this permittivity up to a sharp pore wall, which is only an approximation for pores of nanometre size. The numerical output below lists most of the values used.

Calculated quantities

```
film permittivity k = 2.20, skeleton ks = 4.00
smallest porosity (from lower bound) = 0.42857
largest porosity (from upper bound)  = 0.52941
width of porosity interval = 0.1008
porosity 0.40: lower bound k = 2.2857, upper bound k = 2.5882
porosity 0.48: lower bound k = 2.0541, upper bound k = 2.3448
porosity 0.56: lower bound k = 1.8462, upper bound k = 2.1124
three-phase check, lower bound: optimised 2.44444, formula 2.44444
three-phase check, upper bound: optimised 3.43096, formula 3.43096
random structure, porosity 0.400: k = 2.440 (coarse), 2.472 (fine); inferred porosity 0.342 to 0.438
random structure, porosity 0.480: k = 2.184 (coarse), 2.214 (fine); inferred porosity 0.424 to 0.525
random structure, porosity 0.560: k = 1.949 (coarse), 1.977 (fine); inferred porosity 0.509 to 0.608
polarization energy along x, y, z (unit P, k0 = 1) = -0.08419, -0.08312, -0.08230
their mean = -0.08320, -f(1-f)/3 = -0.08320
coated sphere, pore core, porosity 0.5294: k = 2.2000
coated sphere, solid core, porosity 0.4286: k = 2.2000
layered film, field along layers: porosity 0.6000, k = 2.2000
layered film, field across layers: porosity 0.2727, k = 2.2000
with errors 0.05 in k and 0.20 in ks: porosity 0.391 to 0.571
dense skin 5 nm of 200 nm: inner k = 2.1749, inner porosity 0.437 to 0.538
water 1 % of film volume, permittivity 80: porosity 0.448 to 0.776
```
